# Reflection of an acoustic stress pulse at an aluminium–silicon interface: a numerical check

```python
"""
Result under test: a stress pulse going from acoustic impedance Z1 to Z2
at normal incidence is reflected with stress ratio r = (Z2-Z1)/(Z2+Z1).
Z = density * longitudinal speed; stress is positive in tension.
The independent road is a time-domain integration of
    density * dv/dt = d(stress)/dx,   d(stress)/dt = modulus * dv/dx,
where v is particle velocity. It never uses the reflection formula.
Working units: nm, ps, g/cm^3, GPa; impedance in 10^6 kg/(m^2 s).
"""
import numpy as np

Z1, Z2 = 17.3, 19.7
rho_al, rho_si, rho_ox = 2.70, 2.33, 2.20      # rough densities
c_al, c_si = Z1 / rho_al, Z2 / rho_si
c_ox = 6.0                                     # rough speed in SiO2
Z_ox = rho_ox * c_ox
oxide_nm = 2.0
peak_GPa = -0.010                              # compressive pulse
width_nm = 15.0                                # Gaussian standard length
interface_nm, start_nm, total_nm = 240.0, 120.0, 500.0
arrival_ps = (interface_nm - start_nm) / c_al
end_ps = arrival_ps + 100.0 / c_al


def reflection(z_in, z_out):
    return (z_out - z_in) / (z_out + z_in)


def simulate(layer_nm):
    """Staggered grid: stress in cells, particle velocity at nodes."""
    dx = 0.25
    nodes = np.arange(int(round(total_nm / dx)) + 1) * dx
    cells = nodes[:-1] + dx / 2
    in_al = cells < interface_nm
    in_layer = (~in_al) & (cells < interface_nm + layer_nm)
    rho = np.where(in_al, rho_al, np.where(in_layer, rho_ox, rho_si))
    speed = np.where(in_al, c_al, np.where(in_layer, c_ox, c_si))
    modulus = rho * speed**2
    rho_node = (rho[1:] + rho[:-1]) / 2
    steps = int(np.ceil(end_ps / (0.9 * dx / speed.max())))
    dt = end_ps / steps
    stress = peak_GPa * np.exp(-(cells - start_nm)**2 / (2 * width_nm**2))
    shifted = nodes - start_nm - c_al * dt / 2
    velocity = -peak_GPa / Z1 * np.exp(-shifted**2 / (2 * width_nm**2))
    velocity[0] = velocity[-1] = 0.0

    def energy(select):
        v_squared = (velocity[1:]**2 + velocity[:-1]**2) / 2
        density = 0.5 * rho * v_squared + 0.5 * stress**2 / modulus
        return density[select].sum() * dx

    energy_start = energy(in_al)
    v_start = velocity[np.argmax(np.abs(velocity))]
    for _ in range(steps):
        stress += dt * modulus * np.diff(velocity) / dx
        velocity[1:-1] += dt * np.diff(stress) / dx / rho_node
    return dict(x=cells[in_al], back=stress[in_al], forward=stress[~in_al],
                v_back=velocity[nodes < interface_nm],
                v_forward=velocity[nodes > interface_nm], v_start=v_start,
                R=energy(in_al) / energy_start,
                T=energy(~in_al) / energy_start)


def signed_peak(a):
    return a[np.argmax(np.abs(a))]


def incident(time):
    """Incident stress at the interface as a function of time."""
    return peak_GPa * np.exp(-(c_al * (time - arrival_ps))**2
                             / (2 * width_nm**2))


r = reflection(Z1, Z2)
t = 2 * Z2 / (Z1 + Z2)
R, T = r**2, Z1 / Z2 * t**2

# Clean interface: stress, velocity, energy and complete pulse shape
clean = simulate(0.0)
r_sim = signed_peak(clean["back"]) / peak_GPa
t_sim = signed_peak(clean["forward"]) / peak_GPa
rv_sim = signed_peak(clean["v_back"]) / clean["v_start"]
z_sim = -signed_peak(clean["forward"]) / signed_peak(clean["v_forward"])
assert abs(r - 0.065) < 0.0005
assert abs(r_sim - r) < 2e-4
assert abs(t_sim - t) < 1e-3
assert abs(rv_sim + r) < 2e-4
assert abs(z_sim / Z2 - 1) < 1e-3
assert abs(clean["R"] / R - 1) < 1e-2
assert abs(clean["T"] - T) < 1e-3
local_time = end_ps - (interface_nm - clean["x"]) / c_al
shape_error = np.max(np.abs(clean["back"] - r * incident(local_time)))
assert shape_error < 3e-4 * abs(peak_GPa)

# Oxide at the interface: echo sum against the full simulation
a, b = reflection(Z1, Z_ox), reflection(Z_ox, Z2)
delay_ps = 2 * oxide_nm / c_ox


def echo_sum(time, delay):
    total = a * incident(time)
    for n in range(12):
        total = total + ((1 - a**2) * b * (-a * b)**n
                         * incident(time - (n + 1) * delay))
    return total


oxide = simulate(oxide_nm)
echo_error = np.max(np.abs(oxide["back"] - echo_sum(local_time, delay_ps)))
assert echo_error < 5e-4 * abs(peak_GPa)
assert abs(echo_sum(arrival_ps, 0.0) / peak_GPa - r) < 1e-10
main_ratio = np.max(oxide["back"] / peak_GPa)
opposite_ratio = np.min(oxide["back"] / peak_GPa)

# Sensitivity to impedance errors, by central differences
slope = 2 * Z1 * Z2 / (Z1 + Z2)**2
h = 1e-4
slope_2 = (reflection(Z1, Z2 * (1 + h)) - reflection(Z1, Z2 * (1 - h))) / (2*h)
slope_1 = (reflection(Z1 * (1 + h), Z2) - reflection(Z1 * (1 - h), Z2)) / (2*h)
assert abs(slope_2 - slope) < 1e-6 and abs(slope_1 + slope) < 1e-6
r_shifted = reflection(Z1, 1.01 * Z2)

# Texture of the aluminium film, rough cubic elastic constants in GPa
C11, C12, C44 = 107.0, 61.0, 28.0


def longitudinal_modulus(direction):
    """Largest eigenvalue of the cubic plane-wave (Christoffel) matrix."""
    n = np.array(direction, float)
    n /= np.linalg.norm(n)
    matrix = (C12 + C44) * np.outer(n, n)
    np.fill_diagonal(matrix, C11 * n**2 + C44 * (1 - n**2))
    return np.linalg.eigvalsh(matrix)[-1]


M100, M111 = C11, (C11 + 2 * C12 + 4 * C44) / 3
assert abs(longitudinal_modulus([1, 0, 0]) - M100) < 1e-9
assert abs(longitudinal_modulus([1, 1, 1]) - M111) < 1e-9
Z100, Z111 = np.sqrt(rho_al * M100), np.sqrt(rho_al * M111)

zu = "10^6 kg/(m^2 s)"
print(f"Impedance Z1 (aluminium): {Z1:.1f} {zu}")
print(f"Impedance Z2 (silicon): {Z2:.1f} {zu}")
print(f"Density of Al, rough: {rho_al:.2f} g/cm^3")
print(f"Density of Si, rough: {rho_si:.2f} g/cm^3")
print(f"Sound speed in Al, Z1/density: {c_al:.3f} nm/ps")
print(f"Sound speed in Si, Z2/density: {c_si:.3f} nm/ps")
print(f"Impedance difference Z2-Z1: {Z2-Z1:.1f} {zu}")
print(f"Impedance sum Z2+Z1: {Z2+Z1:.1f} {zu}")
print(f"Stress reflection r, formula: {r:.5f} (no unit)")
print(f"Stress reflection r, simulation: {r_sim:.5f} (no unit)")
print(f"Stress transmission t, formula: {t:.5f} (no unit)")
print(f"Stress transmission t, simulation: {t_sim:.5f} (no unit)")
print(f"Velocity reflection, simulation: {rv_sim:.5f} (no unit)")
print(f"Reflected energy, formula: {100*R:.3f} %")
print(f"Reflected energy, simulation: {100*clean['R']:.3f} %")
print(f"Transmitted energy, formula: {100*T:.3f} %")
print(f"Transmitted energy, simulation: {100*clean['T']:.3f} %")
print(f"Pulse standard length in Al: {width_nm:.1f} nm")
print(f"Incident peak stress: {1e3*peak_GPa:.3f} MPa")
print(f"Reflected peak stress: {1e3*r*peak_GPa:.3f} MPa")
print(f"Transmitted peak stress: {1e3*t*peak_GPa:.3f} MPa")
print(f"Incident peak strain: {peak_GPa/(Z1*c_al):.2e} (no unit)")
print(f"Sensitivity 2 Z1 Z2/(Z1+Z2)^2: {slope:.4f} (no unit)")
print(f"r if Z2 is 1 % higher: {r_shifted:.4f} (no unit)")
print(f"Relative change of r for that error: {100*(r_shifted/r-1):.1f} %")
print(f"Oxide thickness: {oxide_nm:.1f} nm")
print(f"Oxide density, rough: {rho_ox:.2f} g/cm^3")
print(f"Oxide sound speed, rough: {c_ox:.1f} nm/ps")
print(f"Oxide impedance: {Z_ox:.1f} {zu}")
print(f"Reflection a, Al to oxide: {a:.4f} (no unit)")
print(f"Reflection b, oxide to Si: {b:.4f} (no unit)")
print(f"First delayed echo (1-a^2)b: {(1-a*a)*b:.4f} (no unit)")
print(f"Round-trip delay D in oxide: {delay_ps:.3f} ps")
print(f"Main reflected peak/incident, oxide: {main_ratio:.4f} (no unit)")
print(f"Opposite-sign lobe/incident, oxide: {opposite_ratio:.4f} (no unit)")
print(f"Change of main peak due to oxide: {100*(main_ratio/r-1):.0f} %")
print(f"Al constants C11, C12, C44, rough: {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print(f"Al modulus along [111]: {M111:.1f} GPa")
print(f"Al impedance along [100]: {Z100:.2f} {zu}")
print(f"Al impedance along [111]: {Z111:.2f} {zu}")
print(f"r for [100] Al film: {reflection(Z100, Z2):.4f} (no unit)")
print(f"r for [111] Al film: {reflection(Z111, Z2):.4f} (no unit)")
print("all good")
```

Printed output:

```
Impedance Z1 (aluminium): 17.3 10^6 kg/(m^2 s)
Impedance Z2 (silicon): 19.7 10^6 kg/(m^2 s)
Density of Al, rough: 2.70 g/cm^3
Density of Si, rough: 2.33 g/cm^3
Sound speed in Al, Z1/density: 6.407 nm/ps
Sound speed in Si, Z2/density: 8.455 nm/ps
Impedance difference Z2-Z1: 2.4 10^6 kg/(m^2 s)
Impedance sum Z2+Z1: 37.0 10^6 kg/(m^2 s)
Stress reflection r, formula: 0.06486 (no unit)
Stress reflection r, simulation: 0.06487 (no unit)
Stress transmission t, formula: 1.06486 (no unit)
Stress transmission t, simulation: 1.06485 (no unit)
Velocity reflection, simulation: -0.06487 (no unit)
Reflected energy, formula: 0.421 %
Reflected energy, simulation: 0.421 %
Transmitted energy, formula: 99.579 %
Transmitted energy, simulation: 99.579 %
Pulse standard length in Al: 15.0 nm
Incident peak stress: -10.000 MPa
Reflected peak stress: -0.649 MPa
Transmitted peak stress: -10.649 MPa
Incident peak strain: -9.02e-05 (no unit)
Sensitivity 2 Z1 Z2/(Z1+Z2)^2: 0.4979 (no unit)
r if Z2 is 1 % higher: 0.0698 (no unit)
Relative change of r for that error: 7.6 %
Oxide thickness: 2.0 nm
Oxide density, rough: 2.20 g/cm^3
Oxide sound speed, rough: 6.0 nm/ps
Oxide impedance: 13.2 10^6 kg/(m^2 s)
Reflection a, Al to oxide: -0.1344 (no unit)
Reflection b, oxide to Si: 0.1976 (no unit)
First delayed echo (1-a^2)b: 0.1940 (no unit)
Round-trip delay D in oxide: 0.667 ps
Main reflected peak/incident, oxide: 0.0780 (no unit)
Opposite-sign lobe/incident, oxide: -0.0042 (no unit)
Change of main peak due to oxide: 20 %
Al constants C11, C12, C44, rough: 107, 61, 28 GPa
Al modulus along [111]: 113.7 GPa
Al impedance along [100]: 17.00 10^6 kg/(m^2 s)
Al impedance along [111]: 17.52 10^6 kg/(m^2 s)
r for [100] Al film: 0.0737 (no unit)
r for [111] Al film: 0.0586 (no unit)
all good
```
